# Comment on the claim that isolated spherical pores minimize k

**The argument under comment**

The argument concerns a porous interlayer dielectric made of a solid and air, and asks which pore shape gives the lowest permittivity $k$ at a given porosity. It has three steps.

1. The field inside a spherical pore in a solid is larger than the applied field, so the air in such a pore counts for more than its volume share.
2. The Maxwell Garnett formula with the solid as host accordingly gives a $k$ below the volume average of the two permittivities.
3. Hence closed, isolated, spherical pores make the best use of the air and minimize $k$ at fixed porosity.

Steps 1 and 2 are correct. Step 3 does not follow from them, because the spherical pore is compared with the volume average and never with another structure. Making that comparison reverses the conclusion.

**Setting and a useful identity**

Let the solid have real scalar permittivity $s>1$ and air permittivity 1, both relative to vacuum. Write $d=s-1$, let $p$ be the porosity, and let $\chi(\mathbf r)$ be 1 in air and 0 in solid, so that $\varepsilon=s-d\chi$. Fields are quasi-static, and angle brackets denote the average over a large periodic cell. The field $\mathbf e$ is a gradient with mean $\mathbf E$, and $\langle\varepsilon\mathbf e\rangle=\mathsf K\mathbf E$ defines the effective tensor $\mathsf K$. I take $k=\tfrac13\mathrm{Tr}\,\mathsf K$, which is the effective permittivity if the composite is isotropic.

Apply unit fields along the three axes $\mathbf n_i$ in turn. Since $\langle\varepsilon\mathbf e\rangle=s\mathbf E-d\langle\chi\mathbf e\rangle$,
$$k=s-d\,p\,\bar e,\qquad \bar e=\frac1{3p}\sum_i\langle\chi\,\mathbf e_i\cdot\mathbf n_i\rangle .$$
Here $\bar e$ is the mean pore field along the applied field. A low $k$ therefore requires a large pore field, as step 1 suggests. The volume average $s-dp$ corresponds to $\bar e=1$. What must be settled is whether spherical pores have the largest $\bar e$ or the smallest.

**An upper bound for every geometry**

The true field $\mathbf e^*$ minimizes $\langle\varepsilon e^2\rangle$ among gradient fields of mean $\mathbf E$. To see this, write a competitor as $\mathbf e^*+\mathbf h$, where $\mathbf h$ is a gradient with zero mean. The cross term $2\langle\varepsilon\mathbf e^*\cdot\mathbf h\rangle$ vanishes on integration by parts, because $\varepsilon\mathbf e^*$ has no divergence, and $\langle\varepsilon h^2\rangle\ge0$ remains. For the same reason $\langle\varepsilon e^{*2}\rangle=\langle\varepsilon\mathbf e^*\rangle\cdot\mathbf E=\mathbf E\cdot\mathsf K\mathbf E$.

Take any constant vector $\mathbf t$ and add a non-negative term to the energy:
$$J(\mathbf e)=\langle\varepsilon e^2\rangle+d\langle\chi|\mathbf e-\mathbf t|^2\rangle
=s\langle e^2\rangle-2d\langle\chi\mathbf e\rangle\cdot\mathbf t+dp\,t^2 .$$
The terms in $\chi e^2$ have cancelled, so $J$ can be minimized exactly. Since $J$ is nowhere below the energy, $\mathbf E\cdot\mathsf K\mathbf E\le\min J$.

Put $\mathbf e=\mathbf E+\mathbf g$, with $\mathbf g$ a zero-mean gradient. Then $\langle e^2\rangle=E^2+\langle g^2\rangle$ and $\langle\chi\mathbf e\rangle=p\mathbf E+\langle\chi\mathbf g\rangle$. Let $P$ be the orthogonal projector on zero-mean gradient fields, so that $\langle\mathbf g\cdot\chi\mathbf t\rangle=\langle\mathbf g\cdot P(\chi\mathbf t)\rangle$. Completing the square,
$$s\langle g^2\rangle-2d\langle\mathbf g\cdot P(\chi\mathbf t)\rangle
=s\Big\langle\Big|\mathbf g-\frac ds P(\chi\mathbf t)\Big|^2\Big\rangle-\frac{d^2}{s}\langle|P(\chi\mathbf t)|^2\rangle .$$
The first term on the right can be made zero, hence
$$\min J=sE^2-2dp\,\mathbf E\cdot\mathbf t+dp\,t^2-\frac{d^2}{s}\langle|P(\chi\mathbf t)|^2\rangle .$$

In Fourier space a gradient points along its wave vector $\mathbf q$. With $\hat{\mathbf q}=\mathbf q/|\mathbf q|$ this gives
$$\langle|P(\chi\mathbf t)|^2\rangle=\sum_{\mathbf q\ne0}|\chi_{\mathbf q}|^2(\hat{\mathbf q}\cdot\mathbf t)^2 .$$
Now set $\mathbf E=\mathbf n_i$, $\mathbf t=\tau\mathbf n_i$ and average over the three axes. Because $\sum_i\hat q_i^2=1$, the geometry enters through one number, $\sum_{\mathbf q\neq0}|\chi_{\mathbf q}|^2=\langle\chi^2\rangle-p^2=p(1-p)$. Therefore
$$k\le s-2dp\,\tau+dp\,a\,\tau^2,\qquad a=1-\frac{d(1-p)}{3s}.$$
As $d<s$, $a$ is positive, and the right side is smallest at $\tau=1/a$:
$$k\le U=s-\frac{dp}{a}=s-\frac{3sdp}{2s+1+dp},$$
where $3s-d=2s+1$ was used.

This is the Maxwell Garnett value with solid host. Indeed $U+2s=3s+(U-s)=3s(2s+1)/(2s+1+dp)$, so that
$$\frac{U-s}{U+2s}=-\frac{dp}{2s+1}=p\,\frac{1-s}{1+2s}.$$

The formula quoted in support of a minimum is thus an upper bound. In terms of the identity above, every geometry has $\bar e\ge1/a$. For $0<p<1$ this exceeds 1, so every such composite has $k$ below the volume average, and step 2 gives spherical pores no distinction.

**The bound is attained by spherical pores**

A bound that no structure reached would not settle the matter. Consider a sphere of radius 1 with an air core of volume fraction $p$ and a solid shell, placed in a medium of permittivity $m$ under a unit field. Try the potentials $-Ar\cos\theta$ in the core, $-(Br+C/r^2)\cos\theta$ in the shell and the undisturbed $-r\cos\theta$ outside. Continuity of potential and normal displacement requires
$$A=B+\frac Cp,\quad A=s\Big(B-\frac{2C}{p}\Big),\quad B+C=1,\quad s(B-2C)=m .$$
Equating the first two gives $C(1+2s)/p=dB$, or $C=dpB/(2s+1)$. The third then gives
$$B=\frac{2s+1}{2s+1+dp},\qquad C=\frac{dp}{2s+1+dp},$$
and the fourth gives
$$m=\frac{s(2s+1-2dp)}{2s+1+dp}=s-\frac{3sdp}{2s+1+dp}=U .$$
The coated sphere is invisible from outside when $m=U$. Its core field is uniform, $A=B+C/p=3s/(2s+1+dp)=1/a$. Its energy integral follows from surface values, $\int\varepsilon e^2dV=\oint\cos\theta\,(m\cos\theta)\,dS=4\pi m/3$, which is that of the medium it replaces.

Because nothing changes outside, scaled copies of all sizes can be inserted one after another until a volume fraction $\rho$ of the medium is left. Fill this remainder with solid. Let $\mathbf D$ be the displacement before the filling. It has no divergence and has mean $m\mathbf n$. With $\mathbf e$ the true field after the filling,
$$0\le\langle\varepsilon|\mathbf e-\mathbf D/\varepsilon|^2\rangle=\mathbf n\cdot\mathsf K\mathbf n-2m+\langle D^2/\varepsilon\rangle .$$
The spheres contribute $(1-\rho)m$ to the last average and the remainder contributes $\rho m^2/s\le\rho m$. Hence $\mathbf n\cdot\mathsf K\mathbf n\ge m$ in each direction, and $k\ge U(p)$. The porosity is now $(1-\rho)p$, so also $k\le U((1-\rho)p)$. As $\rho\to0$ the two limits meet, and $k\to U(p)$. In this assemblage every pore is a sphere enclosed in its own solid shell, and $k$ is the largest possible.

**What lowers k**

Insert the true fields $\mathbf e_i^*$ into $J$ with $\tau=1/a$. Since $\min J\le J(\mathbf e^*_i)$, averaging over the axes gives
$$0\le U-k\le M,\qquad M=\frac d3\sum_i\langle\chi|\mathbf e_i^*-\tau\mathbf n_i|^2\rangle .$$
Suppose the pore field is uniform and equal to $\tau'\mathbf n_i$, with the same factor $\tau'$ for all three axes. For $\mathbf t=\tau'\mathbf n_i$ the term added to the energy in $J$ then vanishes for the true fields, so $k\ge s-2dp\,\tau'+dp\,a\,\tau'^2\ge U$, and hence $k=U$. Conversely, suppose $k=U$. The minimizers of $J$ have mean energy at least $k$, while their mean $J$ equals $U=k$. The added term must then vanish and their energy must be minimal, so they are the true fields, and these are uniform in the pores. The upper bound is thus the case of a uniform pore field that is the same multiple of the applied field in every direction, and a lower $k$ requires a pore field that varies within pores, between pores, or with the direction of the applied field.

For $p\to0$ the bound becomes $k\le s-3sdp/(2s+1)$ to first order in $p$. Widely separated spheres reach it: each has nearly the uniform field of a single sphere, so $M$ vanishes faster than $p$. Among dilute pores of any shape, the sphere lowers $k$ least. A thin flat pore shows the contrast. Across it the displacement is continuous and the air field is about $s$ times the applied one; along it the field is continuous and the factor is about 1. The average over orientations, $(s+2)/3$, exceeds the spherical value $3s/(2s+1)$, since their difference is $2(s-1)^2/[3(2s+1)]$.

**The true minimum**

With air as reference, write $\varepsilon=1+d\psi$, where $\psi=1-\chi$ marks the solid and $f=1-p$. From $e^2\ge2\mathbf e\cdot\mathbf t-t^2$,
$$\langle\varepsilon e^2\rangle\ge\langle e^2\rangle+2d\langle\psi\mathbf e\rangle\cdot\mathbf t-df\,t^2 .$$
This holds for all $\mathbf e$, so the minimum of the left side is no smaller than that of the right. The part containing $\mathbf g$ is $\langle g^2\rangle+2d\langle\mathbf g\cdot P(\psi\mathbf t)\rangle$, with minimum $-d^2\langle|P(\psi\mathbf t)|^2\rangle$. Averaging over the axes as before,
$$k\ge1+2df\,\tau-df\Big(1+\frac{dp}{3}\Big)\tau^2 .$$
The best choice is $\tau=1/(1+dp/3)$, which gives
$$k\ge L=1+\frac{d(1-p)}{1+dp/3}.$$

The continuity conditions did not use $s>1$. Exchanging the materials, with a solid core of fraction $f$ and an air shell, turns the neutral value into $1+3df/(2+s-df)$. Since $2+s-df=3+dp$, this is $L$. If the remainder $\rho$ is filled with air, the assemblage field is a trial field of energy $(1-\rho)L+\rho\le L$, so $k\le L(p)$, while $k$ cannot be below the bound at its own, slightly larger porosity. The minimum is therefore attained by isolated solid grains in connected air, the inverse of the structure proposed. Such grains do not touch, so a self-supporting film cannot have exactly this structure, but its $k$ can come close to $L$. Stop the filling at a finite number of grains per cell and join them by thin solid struts. With the field before joining as trial field, the energy rises only by $d\,e^2$ integrated over the struts, per unit volume of the composite. This field is bounded, so the increase vanishes as the struts are thinned.

How much is at stake depends on the contrast. For small $d$ both bounds equal $1+df-d^2pf/3$ up to terms of order $d^3$, and geometry hardly matters. For $s\to\infty$ at fixed $p$, $U$ grows as $2s(1-p)/(2+p)$ while $L$ tends to $1+3(1-p)/p$.

**Numbers for a model solid**

Take $s=4$ and $p=0.5$, so $d=3$. Then $a=1-3(0.5)/12=0.875$, the pore field is $1/a=1.143$, and $U=4-3(0.5)(1.143)=2.286$. For the other bound, $L=1+1.5/1.5=2.000$, and the identity gives $\bar e=(4-2)/1.5=1.33$. The enhancement noted in step 1 is real, but it is the smallest available.

Field calculations on a periodic voxel grid, all at $p=0.5$, give the values below; the numerical output follows this text.

| Structure | $k$ |
|---|---|
| isolated spherical pores | 2.27 |
| gyroid, both phases connected | 2.20 |
| random medium, one sample | 2.17 |
| isolated solid spheres | 2.02 |

The structure claimed to have the lowest $k$ has the highest of the four. Refining the grid from 27 to 45 points per edge moved the two sphere values by 0.004 and 0.007, each towards its bound. The second decimal of these two entries is therefore not converged. The spheres sit on a body-centred cubic lattice, for which the multipole expansion of the field gives 2.280 for the pores and 2.009 for the solid spheres. The voxel values are thus too far from their bounds by up to 0.01, and the distance of the spherical pores from $U$ is about 0.005 rather than the 0.012 found on the grid. The order of the four structures is not affected. The inequality $U-k\le M$ was tested for each structure; for the gyroid it reads $0.088\le0.135$.

Isolation and shape can be separated. At $p=0.190$, where $U=3.284$, isolated spherical pores give $k=3.28$. Isolated flat pores in three perpendicular orientations, $34\times34\times5$ voxels each, give 3.17. Both kinds are closed, so connected air is not needed to go below the spherical value. Flat shape alone does not guarantee a lower $k$, however. Layer air with solid normal to $x$ at air fraction 5/6, layer the result on a much coarser scale with solid normal to $y$ at fraction 4/5, and layer that with solid normal to $z$ at fraction 3/4. This gives flat closed pores at $p=0.5$ and an isotropic $k=2.286$, equal to $U$.

For a target $k=2.2$, setting $U=2.2$ gives $12p/(3+p)=1.8$, or $p=0.529$. Setting $L=2.2$ gives $3(1-p)/(1+p)=1.2$, or $p=0.429$. Both bounds fall as $p$ rises. Below 43% porosity no isotropic structure of this solid reaches the target, and above 53% every one does. No isotropic structure needs more air than the coated-sphere structure with air cores.

**Conditions, and the revision required**

Isotropy is essential if $k$ means the response in one direction. A laminate with $p=0.489$ has permittivity 1.62 across the layers and 2.53 along them, outside the interval from $L=2.03$ to $U=2.32$ on both sides. Its directional mean, 2.23, lies inside. A film measured along its normal alone may therefore fall below $L$ without contradiction.

The average over a large cell presupposes pores much smaller than the film thickness and the spacing of the conductors. The bounds also assume two phases with known permittivities. Adsorbed water, a modified layer at the pore walls, or a solid whose permittivity changes when pores are introduced violates this. With appreciable loss $\varepsilon$ is complex, and the minimum principle used here does not apply.

Step 3 should be replaced by the statement that, at fixed porosity, the Maxwell Garnett structure with solid host has the highest permittivity, shared with other optimal structures such as the laminate above, of all isotropic solid–air composites. If closed spherical pores are preferred, the case must rest on properties other than $k$.

## Calculated quantities

```
solid permittivity s = 4.0 (relative), porosity p = 0.50
upper bound U = 2.2857, lower bound L = 2.0000 (relative)
optimal tau: upper 1.1429, lower 0.6667 (applied field)
coated sphere, air core, solid shell: neutral medium 2.2857, core field 1.1429, mean energy 2.2857
coated sphere, solid core, air shell: neutral medium 2.0000, core field 0.6667, mean energy 2.0000
voxel grid: 45 points per edge; columns: k, U - k, d<chi|e-t|^2>
  spherical pores: p = 0.5000, k = 2.2739, gap 0.0118, limit 0.0197
  solid spheres: p = 0.5000, k = 2.0186, gap 0.2672, limit 0.6842
  gyroid: p = 0.5000, k = 2.1973, gap 0.0884, limit 0.1353
  random medium: p = 0.5000, k = 2.1707, gap 0.1151, limit 0.2375
  spherical pores on 27 points per edge: k = 2.2696, change to fine grid +0.0043
  solid spheres on 27 points per edge: k = 2.0254, change to fine grid -0.0068
random medium with s = 12.0: k = 4.6220, L = 2.9410, U = 5.5079
isolated pores at p = 0.1903: U = 3.2842, L = 3.0408
  plate width 34 voxels, thickness 5 voxels
  flat pores k = 3.1732, limit on gap 0.2584
  spherical pores k = 3.2809, limit on gap 0.0064
laminate at p = 0.4889: across 1.6216, along 2.5333, mean 2.2294
  bounds there: L = 2.0299, U = 2.3185
porosity for k = 2.2: 0.5294 on the upper bound, 0.4286 on the lower bound
```
